# The Zeldovich factor for spherical void nucleation from vacancies, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the void energy to the nucleation rate

When two metals interdiffuse at unequal rates, vacancies flow towards the side that loses atoms faster. Dislocations, grain boundaries and free surfaces can absorb them. If these sinks do not keep up, the vacancy concentration rises above its equilibrium value, and vacancies may gather into Kirkendall voids. When a small void takes up one more vacancy, its surface energy rises by more than the free energy gained by removing that vacancy from the lattice, so the void tends to shrink. For a large void the balance is reversed, and it tends to grow. Between them lies a critical size at which the free energy has a maximum.

A first estimate of the nucleation rate multiplies the equilibrium number of critical voids by the rate at which each captures a vacancy. This overestimates the rate for two reasons: the steady population at the critical size is below the equilibrium one, and many voids that step over the top step back again. The Zeldovich factor $Z$ accounts for both. It follows from the curvature of the free-energy barrier.

### Free energy of a void

Let a void contain $n$ vacancies, each contributing a volume $\Omega$, the atomic volume of the crystal. Relaxation of the lattice around a vacancy is neglected. For a sphere of radius $r$,

$$
n\Omega=\frac{4\pi}{3}r^3,\qquad r=\left(\frac{3n\Omega}{4\pi}\right)^{1/3}.
$$

The surface energy per area, $\gamma$, is taken as isotropic and independent of $r$. The surface cost is then

$$
4\pi r^2\gamma
=4\pi\gamma\left(\frac{3\Omega}{4\pi}\right)^{2/3}n^{2/3}
=A\,n^{2/3},\qquad
A=(36\pi)^{1/3}\gamma\,\Omega^{2/3}.
$$

The numerical factor follows from $(4\pi)^{1/3}3^{2/3}=(36\pi)^{1/3}$.

Next comes the gain. Vacancies can be created and destroyed at a flat free surface, so in equilibrium with that surface their chemical potential is zero. In a dilute solution the chemical potential varies as $kT$ times the logarithm of the site fraction $x_v$, where $k$ is Boltzmann's constant and $T$ the temperature. Hence

$$
\Delta\mu=kT\ln S,\qquad S=\frac{x_v}{x_v^{\rm eq}} .
$$

This is the free energy released when one vacancy leaves the supersaturated solution and joins a void, before the surface cost is counted. With no gas in the void and no applied stress,

$$
G(n)=-n\,\Delta\mu+A\,n^{2/3}.
$$

### Critical size, barrier and curvature

Treat $n$ as continuous. The first derivative is

$$
G'(n)=-\Delta\mu+\tfrac23A\,n^{-1/3}.
$$

It vanishes at the critical number $n^*$, for which

$$
\Delta\mu=\tfrac23A\,(n^*)^{-1/3},\qquad
n^*=\left(\frac{2A}{3\Delta\mu}\right)^3 .
$$

Alternatively, differentiating with respect to $r$ the energy $4\pi r^2\gamma-(4\pi r^3/3)\Delta\mu/\Omega$ gives $8\pi r\gamma=4\pi r^2\Delta\mu/\Omega$, and so $r^*=2\gamma\Omega/\Delta\mu$.

The barrier height $G^*=G(n^*)$ follows by inserting $\Delta\mu$ from the stationarity condition:

$$
G^*=-\tfrac23A(n^*)^{2/3}+A(n^*)^{2/3}
=\tfrac13A(n^*)^{2/3}.
$$

The same condition gives $A(n^*)^{2/3}=\tfrac32n^*\Delta\mu$, so that

$$
G^*=\tfrac12\,n^*\Delta\mu .
$$

The second derivative at the top is

$$
G''(n^*)=-\tfrac29A(n^*)^{-4/3}.
$$

Now replace $A$ by $3G^*(n^*)^{-2/3}$. The powers of $n^*$ combine to $-2$:

$$
G''(n^*)=-\frac{2G^*}{3(n^*)^2}.
$$

The negative sign identifies a maximum. This relation between height and curvature rests on the two powers, $n$ and $n^{2/3}$, in $G(n)$. A further term changes it, as Part 2 shows.

### The chain of void sizes

Suppose that voids change size by capturing or emitting single vacancies. Let $f_n$ be the actual number density of voids of size $n$, $\beta_n$ the capture rate of one such void, and $\alpha_n$ its emission rate. The net number of voids passing from $n$ to $n+1$, per volume and time, is

$$
J_n=\beta_nf_n-\alpha_{n+1}f_{n+1}.
$$

To fix the emission rates, consider a reference population $N_n$ with no net flux at the given vacancy concentration. For dilute voids, which may be centred on any of $N_s$ lattice sites per volume,

$$
N_n=N_s\exp[-G(n)/kT].
$$

Above saturation this population is a mathematical reference: it grows without limit at large $n$ and is not what the metal contains. It is useful because detailed balance requires

$$
\alpha_{n+1}N_{n+1}=\beta_nN_n .
$$

The resulting emission rate is

$$
\alpha_{n+1}=\beta_n
e^{-\Delta\mu/kT}
\exp\!\left\{\frac{A[(n+1)^{2/3}-n^{2/3}]}{kT}\right\}.
$$

At fixed temperature $\beta_n$ is proportional to $S$, while $e^{-\Delta\mu/kT}=1/S$. The supersaturation cancels, as it should: a void emits vacancies at a rate set by its own size and temperature.

Using detailed balance to eliminate $\alpha_{n+1}$ gives

$$
J_n=\beta_nN_n\left(\frac{f_n}{N_n}-\frac{f_{n+1}}{N_{n+1}}\right).
$$

In a steady state, no size accumulates voids, so every $J_n$ equals the same $J$. Divide by $\beta_nN_n$ and sum from $n=1$ to $M-1$. The intermediate ratios cancel in pairs:

$$
J\sum_{n=1}^{M-1}\frac1{\beta_nN_n}
=\frac{f_1}{N_1}-\frac{f_M}{N_M}.
$$

Single vacancies are assumed to be held at their reference concentration, so $f_1/N_1=1$. Far beyond the top, $N_M$ is enormous while $f_M$ remains finite, so the last ratio tends to zero. Therefore

$$
\frac1J=\sum_{n=1}^{\infty}\frac1{\beta_nN_n}.
$$

This has the form of resistances in series. The largest resistances lie near $n^*$, where $N_n$ is smallest.

### Evaluating the sum

For $G^*\gg kT$, expand the free energy about its top:

$$
G(n)\simeq G^*-\tfrac12|G''(n^*)|(n-n^*)^2 .
$$

To leading order, $\beta_n$ may be replaced by $\beta^*=\beta(n^*)$. If the top is also broad compared with one vacancy, the sum becomes an integral whose limits can be extended to infinity. With $N^*=N_s\exp(-G^*/kT)$,

$$
\frac1J\simeq\frac1{\beta^*N^*}
\int_{-\infty}^{\infty}
\exp\!\left[-\frac{|G''(n^*)|y^2}{2kT}\right]dy
=\frac1{\beta^*N^*}
\sqrt{\frac{2\pi kT}{|G''(n^*)|}} .
$$

The integral uses $\int e^{-cy^2}dy=\sqrt{\pi/c}$ with $c=|G''|/2kT$. The Zeldovich factor is defined by

$$
J=Z\,\beta^*N_s\exp(-G^*/kT).
$$

Comparison gives its curvature form,

$$
Z=\sqrt{\frac{-G''(n^*)}{2\pi kT}} .
$$

Insert the curvature of the spherical void. The factor $2/3$ divided by $2\pi$ is $1/(3\pi)$, and hence

$$
\boxed{
Z=\frac1{n^*}\sqrt{\frac{G^*}{3\pi kT}}
}
$$

This is the Zeldovich factor of a spherical void. $G^*$ and $kT$ must be in the same energy unit, and $n^*$ is the number of vacancies in the critical void, kept as a real number. $Z$ is dimensionless.

### What the factor measures

The occupation ratio $f_n/N_n$ shows how $Z$ enters. Summing the flux equation from $n$ upwards, instead of from 1, gives near the top

$$
\frac{f_n}{N_n}\simeq
Z\int_n^\infty e^{-\pi Z^2(q-n^*)^2}dq
=\tfrac12\operatorname{erfc}\!\left[\sqrt\pi Z(n-n^*)\right].
$$

Here $|G''|/2kT=\pi Z^2$ has been used. In this continuum approximation the ratio at $n^*$ is one half and its slope is $-Z$; whole-vacancy steps shift the ratio by an amount of order $Z/2$. The forward capture flux there is therefore $\beta^*N^*/2$, while the net flux is $Z\beta^*N^*$. To leading order a fraction $2Z$ of the forward steps at the top survives as net flux.

The curvature also sets the width of the region where voids wander almost freely. The energy lies within $kT$ of the top for $|n-n^*|<\delta$, where $|G''|\delta^2/2=kT$. Since $|G''|=2\pi kTZ^2$, this gives $\delta=1/(\sqrt\pi Z)$ and a full width

$$
w=\frac2{\sqrt\pi Z}.
$$

A small $Z$ thus means a broad top and many returns across it.

Substituting $G^*=n^*kT\ln S/2$ gives the equivalent form

$$
Z=\sqrt{\frac{\ln S}{6\pi n^*}} .
$$

As $S$ approaches 1 at fixed $T$ and $\gamma$, $n^*$ diverges and $Z$ tends to zero. At high supersaturation $Z$ rises, but the critical void then contains few vacancies and the continuum energy becomes doubtful.

### The next correction

The Gaussian integral leaves out the asymmetry of the barrier and the size dependence of capture. Their leading effect can be found in closed form. Put $n=n^*u^3$ and $b=G^*/kT$. Since $\Delta\mu=2G^*/n^*$ and $A=3G^*(n^*)^{-2/3}$,

$$
\frac{G(n)}{kT}=b(3u^2-2u^3).
$$

Let $\beta_n=\beta^*(n/n^*)^p$. With $dn=3n^*u^2du$ and $m=2-3p$, the integral for the inverse flux is

$$
\frac1J=\frac{n^*}{\beta^*N_s}
\int3u^m e^{b(3u^2-2u^3)}du .
$$

Set $u=1+t$. Then $3u^2-2u^3=1-3t^2-2t^3$, with no higher power. The factor multiplying the Gaussian $e^{-3bt^2}$ is

$$
(1+t)^me^{-2bt^3}
=\left[1+mt+\tfrac{m(m-1)}2t^2+\cdots\right]
\left[1-2bt^3+2b^2t^6+\cdots\right].
$$

Under that Gaussian, $\langle t^2\rangle=1/(6b)$, $\langle t^4\rangle=1/(12b^2)$ and $\langle t^6\rangle=5/(72b^3)$. Odd powers average to zero. The terms of order $1/b$ multiply $1/J$ by $1+\kappa/b$, with

$$
\kappa=\frac{m(m-1)}{12}-\frac m6+\frac5{36}.
$$

The three contributions come from $t^2$, from the product $-2bmt^4$, and from $2b^2t^6$. Because $J$ is the inverse of the sum, $Z$ is multiplied by $1-\kappa/b$ to this order.

For capture limited by diffusion, $\beta_n\propto r\propto n^{1/3}$. Then $m=1$, $\kappa=-1/36$, and the multiplier is $1+1/(36b)$. For capture limited by attachment at the surface, $\beta_n\propto r^2\propto n^{2/3}$. Then $m=0$, $\kappa=5/36$, and the multiplier is $1-5/(36b)$. The barrier formula is therefore accurate for this energy model when $b$ is large and the top is several vacancies wide, so that the sum may be replaced by an integral. This says nothing about the accuracy of the energy model itself.

## Part 2. Copper, other void shapes and the limits of the formula

Part 1 considered a void of $n$ vacancies with free energy $G(n)=-n\Delta\mu+An^{2/3}$, where $\Delta\mu=kT\ln S$ and $A=(36\pi)^{1/3}\gamma\Omega^{2/3}$. Here $S$ is the vacancy supersaturation, $\gamma$ the surface energy and $\Omega$ the volume per vacancy. The top lies at $n^*$ and has height $G^*$. The steady rate is $J=Z\beta^*N_se^{-G^*/kT}$, where $\beta^*$ is the capture rate at the top and $N_s$ the site density. The curvature form is $Z=[-G''(n^*)/(2\pi kT)]^{1/2}$; for the sphere it becomes $Z=(1/n^*)[G^*/(3\pi kT)]^{1/2}$.

### A generous vacancy supply in copper

Take fcc copper at 700 K containing the vacancies that were in equilibrium at 1300 K. This represents an ideal quench with no losses. The material parameters are rough typical values: lattice parameter 0.36 nm, surface energy $1.7\ \mathrm{J/m^2}$, vacancy formation energy $E_f=1.3$ eV and migration energy $E_m=0.7$ eV.

The fcc cell contains four atoms, so $\Omega=(0.36\ \mathrm{nm})^3/4=0.01166\ \mathrm{nm^3}$. In matching units $\gamma=10.61\ \mathrm{eV/nm^2}$, and $kT=0.0603$ eV. The formation entropy cancels from the ratio of vacancy fractions, so

$$
\ln S=\frac{E_f}{k}\left(\frac1{700\ \mathrm K}-\frac1{1300\ \mathrm K}\right)=9.95,
\qquad S=2.1\times10^4 .
$$

This gives $\Delta\mu=0.600$ eV, while the surface coefficient is $A=2.639$ eV. The critical number and barrier are

$$
n^*=\left(\frac{2\times2.639}{3\times0.600}\right)^3=25.2,
\qquad
G^*=\frac{25.2\times0.600}{2}=7.56\ \mathrm{eV}=125.4\,kT .
$$

The critical radius is 0.41 nm. The curvature is $-0.0079$ eV, with $n$ counted as a pure number. The Zeldovich factor is

$$
Z=\frac1{25.2}\sqrt{\frac{125.4}{3\pi}}
=\frac{3.65}{25.2}=0.145 .
$$

A finite-difference curvature of the geometric energy gives the same value. Solving the discrete steady rate equations gives 0.14470 for diffusion-limited capture and 0.14451 for surface-limited capture, against 0.14467 from the formula. The relative shifts are $2.22\times10^{-4}$ and $-1.12\times10^{-3}$; the predictions of Part 1 are $2.22\times10^{-4}$ and $-1.11\times10^{-3}$. These digits compare calculations within one model and are not a claim about copper.

The region within $kT$ of the top is 7.80 vacancies wide, both by direct solution and from $2/(\sqrt\pi Z)$. The top is thus several vacancies broad, even though the critical void is small.

The Zeldovich factor of a spherical void follows from its barrier height and critical size, and for the quenched copper example it is 0.145, in close agreement with the discrete rate equations. Still to be found are the capture and nucleation rates, the time scale near the top of the barrier, and the effects of weaker supersaturation, foreign surfaces and a size-dependent surface energy.
